# Cubic-cost GW with separable density fitting, tested on a model chain, part 1

(Sections cited here and not found follow in the second part.)

## Where the quartic cost enters

Take $N$ real one-electron orbitals $\phi_p(\mathbf r)$ with energies $\varepsilon_p$, of which $N_o$ are doubly occupied (labels $i,j$) and $N_v=N-N_o$ are empty (labels $a,b$). Both numbers grow in proportion to the size of the system. The independent-particle response contains one term for each pair $(i,a)$. If pair densities are expanded in any set of $N_{\rm aux}\propto N$ functions, $\phi_i\phi_a=\sum_\beta B_{\beta,ia}\,\beta$, the response matrix at one frequency is $\sum_{ia}B_{\beta,ia}D_{ia}B_{\beta',ia}$ with a diagonal $D$, and it costs $N_oN_vN_{\rm aux}^2\propto N^4$ multiply-adds. Imaginary time splits $D_{ia}$ into a factor for $i$ and a factor for $a$, but for a dense $B$ without further structure this does not help, because $B_{\beta,ia}$ still ties $i$ to $a$. The cost falls only if $B$ has structure, such as sparsity in a local basis or the product form used below. Diagonalising the response in the space of pairs is worse, $(N_oN_v)^3\propto N^6$.

On a real-space grid the coefficient does split, since the value of $\phi_i\phi_a$ at a grid point is a product. The space-time method on a full grid of $N_g$ points is therefore cubic, but the Dyson equation costs $N_g^3$ per frequency, and a grid that resolves atomic orbitals has roughly hundreds or thousands of points per orbital.

Separable density fitting keeps the product structure and discards most of the grid. It writes

$$\phi_p(\mathbf r)\phi_q(\mathbf r)\approx\sum_{k=1}^{N_k}\phi_p(\mathbf r_k)\,\phi_q(\mathbf r_k)\,\zeta_k(\mathbf r)\tag{1}$$

with interpolation points $\mathbf r_k$ and functions $\zeta_k$ that are the same for all pairs. Both sides carry the units of $\phi^2$, so $\zeta_k$ is dimensionless. The cubic cost of GW derived from (1) holds under two conditions: $N_k$ grows linearly with $N$ at fixed accuracy, and the excitation energies stay within fixed bounds as the system grows, so that in particular the gap $\Delta_{\min}=\varepsilon_{\rm LUMO}-\varepsilon_{\rm HOMO}>0$ does not close.

## The fit for given points

Let $\mathbf r_g$, $g=1,\dots,N_g$, be a fine grid with $N_g\propto N$ and quadrature weight $h_g$. Define $\Phi_{gp}=\phi_p(\mathbf r_g)$ and the pair matrix $Z_{(pq),g}=\Phi_{gp}\Phi_{gq}$, which has $N^2$ rows (all ordered pairs) and $N_g$ columns $z_g$. Let $K$ be the set of chosen points and $C$ the $N^2\times N_k$ matrix made of the columns of $Z$ in $K$. Equation (1) reads $Z\approx C\zeta^{T}$ with $\zeta_{gk}=\zeta_k(\mathbf r_g)$.

For each $g$ separately, minimise $\lVert z_g-C\zeta_g\rVert^2=z_g^Tz_g-2\zeta_g^TC^Tz_g+\zeta_g^TC^TC\zeta_g$ over the vector $\zeta_g$. Setting the gradient to zero gives $C^TC\,\zeta_g=C^Tz_g$. With the Gram matrix $S=Z^TZ$, the matrix $C^TC$ is the block $S_{KK}$ and $C^Tz_g$ is the column $S_{Kg}$, so

$$\zeta=S_{\cdot K}\,S_{KK}^{-1},\tag{2}$$

where the dot stands for all grid points. For $g\in K$ this gives $\zeta_k(\mathbf r_{k'})=\delta_{kk'}$: the fit interpolates. The quadrature weights do not appear, because the problems for different $g$ are independent.

Formed naively, $S_{\cdot K}$ costs $N^2N_gN_k$, which is quartic. The double sum over the pair factorises:

$$S_{gg'}=\sum_{pq}\Phi_{gp}\Phi_{gq}\Phi_{g'p}\Phi_{g'q}=\Big(\sum_p\Phi_{gp}\Phi_{g'p}\Big)^2 ,$$

that is,

$$S=(\Phi\Phi^T)\circ(\Phi\Phi^T),\tag{3}$$

where $\circ$ is the elementwise (Hadamard) product. One column of $S$ costs $N_gN$ and the matrix $Z$ is never stored. Since $\Phi\Phi^T$ is unchanged by an orthogonal rotation among the orbitals, the fit for an orthonormal set depends only on the space it spans. A non-orthogonal or rescaled set with the same span weights the pairs differently and in general gives other points. For complex orbitals the pairs are $\phi_p^*\phi_q$, the Gram matrix is $S=Z^\dagger Z$, and (3) becomes $S_{gg'}=|(\Phi\Phi^\dagger)_{gg'}|^2$.

If only occupied-empty pairs are fitted, the same argument gives $S=(\Phi_o\Phi_o^T)\circ(\Phi_v\Phi_v^T)$ and fewer points suffice. That fit serves the response function. The self-energy needs $\phi_n\phi_q$ for all $q$, occupied and empty, and using the occupied-empty fit there is an uncontrolled error.

## Choosing the points

The greedy rule takes as the next point the column of $Z$ that is worst represented by those already chosen. This is QR factorisation with column pivoting, and done on $Z$ it costs $N^2N_gN_k$. The same pivots follow from $S$ alone.

Let $\Pi_k$ be the orthogonal projector on the span of the first $k$ chosen columns, and define $S^{(k)}=Z^T(1-\Pi_k)Z$, with $S^{(0)}=S$. Because $1-\Pi_k$ is a symmetric projector, the diagonal $d_g^{(k)}=S^{(k)}_{gg}=\lVert(1-\Pi_k)z_g\rVert^2$ is the squared residual norm that pivoted QR maximises. Let $p$ be the maximiser. The new unit vector is $u=(1-\Pi_k)z_p/\sqrt{d_p^{(k)}}$ and $\Pi_{k+1}=\Pi_k+uu^T$. Then

$$\ell^{(k+1)}=Z^Tu=\frac{S^{(k)}_{\cdot p}}{\sqrt{d^{(k)}_p}},\qquad S^{(k+1)}=S^{(k)}-\ell^{(k+1)}\ell^{(k+1)T}.\tag{4}$$

This is the recursion of pivoted Cholesky factorisation of $S$. Collect the vectors $\ell^{(1)},\dots,\ell^{(k)}$ as columns of $L$. Summing (4) gives $S^{(k)}=S-LL^T$, so the column needed at a step is $S_{\cdot p}-L\,(L_{p\cdot})^T$. The first term costs $N_gN$ by (3), the second $N_gk$, and the update $d_g\to d_g-\ell_g^2$ costs $N_g$. All $N_k$ steps cost $N_gN_k(N+N_k/2)$.

After the last step $(1-\Pi)z_k=0$ for every chosen column, so the columns $K$ of the remainder vanish. Hence $S_{\cdot K}=LL_K^T$ and $S_{KK}=L_KL_K^T$, where $L_K$ holds the rows of $L$ at the pivots in the order chosen. It is lower triangular, because a column already chosen has no component along a later $u$. Inserting in (2),

$$\zeta=LL_K^T\,L_K^{-T}L_K^{-1}=L\,L_K^{-1}.\tag{5}$$

This is a triangular solve of cost $N_gN_k^2/2$, and the condition number of $L_K$ is the square root of that of $S_{KK}$. The residual is free: $C\zeta^T=C(C^TC)^{-1}C^TZ=\Pi Z$, so

$$\lVert Z-C\zeta^T\rVert_F^2=\operatorname{tr}Z^T(1-\Pi)Z=\sum_gd_g .\tag{6}$$

The loop stops when $\max_gd_g\le t\,\max_gd_g^{(0)}$. The tolerance $t$ acts on squares, so $t=10^{-8}$ means amplitudes of about $10^{-4}$. For the same reason $t$ cannot be pushed down to the rounding level of double precision, roughly $10^{-16}$. There the $d_g$ are differences of nearly equal numbers and the pivots are noise.

## Why the number of points is linear in the size

Suppose the orbitals are expanded in $N_b\propto N$ local functions, $\phi_p=\sum_\mu c_{\mu p}\chi_\mu$. Let $Z^{\rm loc}$ be the pair matrix of the $\chi_\mu$, and split it as $Z^{\rm loc}=Z_0+E$, where $Z_0$ keeps the rows of pairs whose centres are closer than a distance $R_c$ and $E$ holds the others. Let $r$ be the rank of $Z_0$, at most the number of kept pairs, and $\eta=\max|E|$.

Pick $r$ linearly independent rows $I$ of $Z_0$. Among all sets of $r$ columns choose the set $K$ that maximises $|\det Z_{0,IK}|$, which is not zero. For any $g$ solve $Z_{0,IK}\,\zeta_g=Z_{0,Ig}$. Cramer's rule gives $\zeta_{gk}$ as the determinant with column $k$ replaced by column $g$, divided by the maximal determinant, so $|\zeta_{gk}|\le1$. Every row of $Z_0$ is a linear combination of the rows $I$, so the relation holds for all rows: $Z_{0,\cdot g}=Z_{0,\cdot K}\zeta_g$. The error for the full matrix is then $E_{\cdot g}-E_{\cdot K}\zeta_g$, and each entry obeys

$$|\delta_{\mu\nu}(\mathbf r_g)|\le(r+1)\,\eta.\tag{7}$$

The operation "evaluate at the points and recombine with $\zeta$" is linear, so the error of an orbital pair is $\delta_{pq}=\sum_{\mu\nu}c_{\mu p}c_{\nu q}\delta_{\mu\nu}$. The Cauchy–Schwarz inequality gives $\sum_\mu|c_{\mu p}|\le\sqrt{N_b}\,\lVert c_p\rVert$, and normalisation $c_p^Ts\,c_p=1$, with overlap matrix $s$ of smallest eigenvalue $s_{\min}$, gives $\lVert c_p\rVert^2\le1/s_{\min}$. Thus $|\delta_{pq}|\le N_b(r+1)\eta/s_{\min}$. The least-squares $\zeta$ on the same points can only lower the Frobenius residual.

For functions of compact support $\eta=0$ once $R_c$ exceeds twice the support radius, each function has a fixed number of partners, and (1) is exact with $N_k=r\propto N$. For Gaussians with exponents $\alpha,\alpha'\ge\alpha_{\min}$ at distance $R$, the product theorem gives the prefactor $\exp[-\alpha\alpha'R^2/(\alpha+\alpha')]\le\exp(-\alpha_{\min}R^2/2)$. An error $\epsilon$ is guaranteed by $\eta=\epsilon s_{\min}/[N_b(N_b^2+1)]$, because $r\le N_b^2$. That requires $R_c^2\propto\ln(N_b^3/\epsilon s_{\min})$, and the number of kept pairs is $N_b$ times the number of functions in a sphere of radius $R_c$, so $r=O\!\left(N[\ln(N/\epsilon)]^{3/2}\right)$ at fixed $s_{\min}$. Linear growth, and with it the cubic cost, is thus proved up to logarithms. The proof concerns maximal-determinant points, which are too costly to find. The bound does not depend on the fine grid. On a grid with $N_g\propto N$ any selection has $N_k\le N_g$ and cannot grow faster than linearly. For the greedy points $|\zeta|\le1$ is not guaranteed, and whether $N_k$ stays well below $N_g$ is a matter of numerical test.

A limiting case shows that locality is sufficient and not necessary, and gives the number of points explicitly for two simple orbital spaces. For a particle in a one-dimensional box of length $L_x$, with $\theta=\pi x/L_x$, the orbitals are $\sin p\theta=\sin\theta\;U_{p-1}(\cos\theta)$, where $U_{p-1}$ is a polynomial of degree $p-1$. For $p=1,\dots,N$ these polynomials span all polynomials of degree at most $N-1$, their products span those of degree at most $2N-2$, and the pair products span a space of dimension exactly $2N-1$. In three dimensions plane waves within a sphere of radius $k_c$ have products within a sphere of radius $2k_c$, of eight times the volume, so the corresponding count tends to $8N$ for large $N$.

## Coulomb matrix and the error of the integrals

With $v(\mathbf r,\mathbf r')=e^2/(4\pi\varepsilon_0|\mathbf r-\mathbf r'|)$ define

$$V_{kk'}=\iint\zeta_k(\mathbf r)\,v(\mathbf r,\mathbf r')\,\zeta_{k'}(\mathbf r')\,d^3r\,d^3r',\tag{8}$$

in $\mathrm{J\,m^6}$. Writing $f_{kp}=\phi_p(\mathbf r_k)$ and inserting (1) twice,

$$(pq|rs)\approx\sum_{kk'}f_{kp}f_{kq}V_{kk'}f_{k'r}f_{k's}.\tag{9}$$

Applying $v$ to $N_k$ functions costs $N_g^2N_k$ as a dense product, or $N_kN_g\ln N_g$ with a Fourier Poisson solver, and the final contraction costs $N_gN_k^2$. The Fourier transform of $v$, $e^2/(\varepsilon_0k^2)$, is positive, so $V$ is positive semidefinite whatever the points are.

With $\rho_{pq}=\phi_p\phi_q$, fitted density $\tilde\rho_{pq}$ and $\delta_{pq}=\rho_{pq}-\tilde\rho_{pq}$, the identity $(\rho_{pq}|\rho_{rs})-(\tilde\rho_{pq}|\tilde\rho_{rs})=(\delta_{pq}|\rho_{rs})+(\tilde\rho_{pq}|\delta_{rs})$ shows that the error is of first order in $\delta$. Coulomb-metric resolution of the identity has a second-order error, because its residual is Coulomb-orthogonal to the fitted densities. The residual of (1) has no such property, and the two schemes cannot be compared tolerance for tolerance.

The fine grid in (8) can be avoided by expanding $\zeta_k=\sum_\beta M_{\beta k}\,\beta(\mathbf r)$ in an auxiliary basis with Coulomb metric $J_{\beta\beta'}=(\beta|\beta')$. The standard coefficients are $F_{\beta,(pq)}=\sum_{\beta'}J^{-1}_{\beta\beta'}(\beta'|pq)$. Least squares for $F\approx MC^T$ has the normal equations $M\,C^TC=FC$, so $M=FC\,S_{KK}^{-1}$ and $V=M^TJM$. The product $FC$ runs over pairs. It is quartic for a dense pair list and cubic when only the $O(N)$ overlapping local pairs are kept. Since $\sum_{pq}(\beta|pq)f_{kp}f_{kq}=(\beta|S(\cdot,\mathbf r_k))$, comparison with (2) gives $M_{\beta k}=\sum_{\beta'}J^{-1}_{\beta\beta'}(\beta'|\zeta_k)$: for the full list of orbital pairs this variant is the Coulomb projection of the same $\zeta_k$ on the auxiliary basis. For a list of local pairs $S$ is the Gram matrix of that list, and the $\zeta_k$ that (2) gives with it differ in general from those of the orbital pairs.

## The response function

Put the chemical potential $\mu$ at mid-gap and write $\xi_p=\varepsilon_p-\mu$, $\Delta_{ia}=\varepsilon_a-\varepsilon_i$. On the imaginary axis the Green function per spin is $G(\mathbf r,\mathbf r';i\omega)=\sum_p\phi_p(\mathbf r)\phi_p(\mathbf r')/(i\hbar\omega-\xi_p)$. The GW approximation takes, with a factor 2 for spin,

$$\chi_0(\mathbf r,\mathbf r';i\omega)=2\,\frac{\hbar}{2\pi}\int_{-\infty}^{\infty}d\omega'\,G(\mathbf r,\mathbf r';i\omega+i\omega')\,G(\mathbf r',\mathbf r;i\omega').$$

Use the energies $u=\hbar\omega$, $\nu=\hbar\omega'$. Each term contains $\frac1{2\pi}\int d\nu\,[(i\nu+iu-\xi_p)(i\nu-\xi_q)]^{-1}$, which decays as $\nu^{-2}$ and has poles at $\nu=-u-i\xi_p$ and $\nu=-i\xi_q$. A pole lies in the upper half plane when its $\xi$ is negative. If $\xi_p$ and $\xi_q$ have the same sign, the contour closes in the empty half plane and the term vanishes. For $p=a$, $q=i$, close above around $\nu_0=-i\xi_i$. Since $i\nu-\xi_i=i(\nu-\nu_0)$, the factors $\frac1{2\pi}\cdot2\pi i\cdot\frac1i$ give 1, and the other denominator at $i\nu_0=\xi_i$ gives $1/(iu-\Delta_{ia})$. For $p=i$, $q=a$, the upper pole has $i\nu_0=\xi_i-iu$ and gives $1/(-iu-\Delta_{ia})$. The sum is $-2\Delta_{ia}/(\Delta_{ia}^2+u^2)$, so

$$\chi_0(\mathbf r,\mathbf r';i\omega)=-2\sum_{ia}\rho_{ia}(\mathbf r)\rho_{ia}(\mathbf r')\frac{2\Delta_{ia}}{\Delta_{ia}^2+\hbar^2\omega^2}.\tag{10}$$

At $\omega=0$ this is $-4\sum\rho\rho/\Delta$. First-order perturbation theory confirms sign and factor: $\delta\phi_i=-\sum_a\phi_a\langle a|\delta v|i\rangle/\Delta_{ia}$ and $\delta n=2\sum_i2\phi_i\delta\phi_i$.

Inserting (1) for both pair densities gives $\chi_0(\mathbf r,\mathbf r')=\sum_{kk'}\zeta_k(\mathbf r)X_{kk'}\zeta_{k'}(\mathbf r')$, where $X_{kk'}$, in $\mathrm{J^{-1}m^{-6}}$, is (10) evaluated at the points. The elementary integral $\int_{-\infty}^\infty e^{i\omega\tau}e^{-\Delta|\tau|/\hbar}d\tau=\frac{1}{\Delta/\hbar-i\omega}+\frac1{\Delta/\hbar+i\omega}$ gives

$$\frac{2\Delta}{\Delta^2+\hbar^2\omega^2}=\frac1\hbar\int_{-\infty}^{\infty}e^{i\omega\tau}e^{-\Delta|\tau|/\hbar}\,d\tau .\tag{11}$$

Split $\Delta_{ia}=(\mu-\varepsilon_i)+(\varepsilon_a-\mu)$, both parts positive, and define for $\tau>0$ (in seconds)

$$G^o_{kk'}(\tau)=\sum_if_{ki}f_{k'i}\,e^{-(\mu-\varepsilon_i)\tau/\hbar},\qquad G^v_{kk'}(\tau)=\sum_af_{ka}f_{k'a}\,e^{-(\varepsilon_a-\mu)\tau/\hbar}.\tag{12}$$

These are positive semidefinite matrices in $\mathrm{m^{-3}}$ with no sign attached, and all signs are written explicitly below. The sums over $i$ and $a$ now separate:

$$X(i\omega)=-\frac2\hbar\int_{-\infty}^\infty e^{i\omega\tau}\;G^o(|\tau|)\circ G^v(|\tau|)\,d\tau.\tag{13}$$

One time point costs $NN_k^2$ for (12) and $N_k^2$ for the Hadamard product, in place of $N_oN_vN_k^2$. The product $G^o\circ G^v$ does not depend on $\mu$. The mid-gap choice only keeps both factors decaying.

## The screened interaction

The Dyson equation is $W=v+v\chi_0W$, with integrals over the inner coordinates. Multiply by $\zeta_k(\mathbf r)$ and $\zeta_{k'}(\mathbf r')$, integrate, and define $W_{kk'}=\iint\zeta_kW\zeta_{k'}$ as in (8). The second term becomes $\sum_{ll'}\left(\iint\zeta_kv\zeta_l\right)X_{ll'}\left(\iint\zeta_{l'}W\zeta_{k'}\right)$, so $W=V+VXW$ as $N_k\times N_k$ matrices, with no further approximation. No overlap matrix of the $\zeta_k$ appears, because $X$ holds expansion coefficients while $V$ and $W$ hold projections. $W_{kk'}$ is not the value of $W(\mathbf r_k,\mathbf r_{k'})$, as its units show. Solving and subtracting $V$,

$$W^c=(1-VX)^{-1}V-V=(1-VX)^{-1}\left[V-(1-VX)V\right]=(1-VX)^{-1}VXV .\tag{14}$$

The last form avoids the cancellation at high frequency, where $W\to V$. It costs two matrix products and one linear solve, $O(N_k^3)$ per frequency.

The transform back to time needs the analytic form of $W^c$. Let $\rho$ be the $N_k\times N_oN_v$ matrix $\rho_{k,ia}=f_{ki}f_{ka}$, let $\Delta$ be the diagonal matrix of the $\Delta_{ia}$, and $D=4\Delta(\Delta^2+u^2)^{-1}$, so that $X=-\rho D\rho^T$. From $A(1+BA)=(1+AB)A$ follows $(1+AB)^{-1}A=A(1+BA)^{-1}$. With $A=V\rho$, $B=D\rho^T$ and $\mathcal K=\rho^TV\rho$, whose entries are the fitted integrals $(ia|jb)$,

$$W^c=-(1+AB)^{-1}A\,D\rho^TV=-V\rho\,(1+D\mathcal K)^{-1}D\,\rho^TV=-V\rho\,(D^{-1}+\mathcal K)^{-1}\rho^TV .$$

Now $D^{-1}+\mathcal K=\tfrac14\Delta^{-1/2}\left[u^2+\mathcal C\right]\Delta^{-1/2}$ with the Casida matrix $\mathcal C=\Delta^2+4\Delta^{1/2}\mathcal K\Delta^{1/2}$. Let $\mathcal Cy_s=\Omega_s^2y_s$ with orthonormal $y_s$. The inverse is $4\Delta^{1/2}\sum_sy_sy_s^T(\Omega_s^2+u^2)^{-1}\Delta^{1/2}$, and

$$W^c(i\omega)=-\sum_sw_sw_s^T\frac{2\Omega_s}{\Omega_s^2+\hbar^2\omega^2},\qquad w_s=\sqrt{\frac{2}{\Omega_s}}\;V\rho\,\Delta^{1/2}y_s .\tag{15}$$

By (11), $W^c(i\omega)=-\hbar^{-1}\int e^{i\omega\tau}\tilde W(|\tau|)\,d\tau$ with

$$\tilde W(\tau)=\sum_sw_sw_s^T\,e^{-\Omega_s\tau/\hbar},\tag{16}$$

in $\mathrm{J^2m^6}$. The algorithm never computes $y_s$ or $\Omega_s$. It needs only an interval that contains the $\Omega_s$. Since $V$ is positive semidefinite, so is $\mathcal K$, and $\Omega_s^2\ge\Delta_{\min}^2$. This also shows that $1-VX$ is invertible for any set of points. For the upper end, the largest eigenvalue of a sum of symmetric matrices is at most the sum of the largest eigenvalues, and the nonzero eigenvalues of $AB$ and $BA$ agree, so $4\Delta^{1/2}\rho^TV\rho\Delta^{1/2}$ shares them with $VY$, $Y=4\rho\Delta\rho^T$:

$$\Delta_{\min}^2\le\Omega_s^2\le\Omega_b^2=\Delta_{\max}^2+\lambda_{\max}(VY).\tag{17}$$

The same split of $\Delta_{ia}$ makes $Y$ separable,

$$Y_{kk'}=4\Big[\sum_i(\mu-\varepsilon_i)f_{ki}f_{k'i}\sum_af_{ka}f_{k'a}+\sum_if_{ki}f_{k'i}\sum_a(\varepsilon_a-\mu)f_{ka}f_{k'a}\Big],$$

and the bound is cubic in cost. Fitting the back transform only up to $\Delta_{\max}$ leaves any pole above it, such as the highest one in the example below, outside the controlled range.

The separable fit has reduced the response and the screened interaction to $N_k\times N_k$ matrices, and the poles $\Omega_s$ have been confined to an interval that can be computed at cubic cost. What remains is the self-energy, the time and frequency grids, the total operation count and a numerical test.
